# Photon-lifetime bandwidth of a ring modulator and its first corrections

A silicon ring modulator with a loaded quality factor of 5000 at 1550 nm has a resonance 38.72 GHz wide when the light in it is summed pass by pass. The quotient of optical frequency and quality factor is 38.68 GHz. The same ring, critically coupled and with a small drive, has a modulation bandwidth of 19.4 GHz when the laser sits close to the resonance centre and 56.3 GHz when it sits one half-width away. The first pair of numbers differs by a tenth of a percent, the second by almost a factor of three. The photon lifetime sets the scale of all four numbers. The first difference comes from the finite round-trip time, the second from the detuning of the laser.

## The leading estimate

Let $U$ be the optical energy stored in the ring, $\omega_0$ the angular resonance frequency and $\nu_0=\omega_0/2\pi$. The loaded quality factor is defined by $Q=\omega_0U/P_{\rm loss}$, where $P_{\rm loss}$ includes both the power lost in the ring and the power leaving into the bus waveguide. With no input, energy conservation gives

$$\frac{dU}{dt}=-P_{\rm loss}=-\frac{\omega_0}{Q}U ,\qquad U(t)=U(0)\,e^{-t/\tau},\qquad \tau=\frac{Q}{\omega_0}.$$

The time $\tau$ is the photon lifetime. The frequency scale belonging to it is

$$f_{\rm ph}=\frac{1}{2\pi\tau}=\frac{\omega_0}{2\pi Q}=\frac{\nu_0}{Q}=\frac{c}{\lambda Q},$$

with $\lambda$ the vacuum wavelength. For the example,

$$\nu_0=\frac{299\,792\,458\ \text{m/s}}{1550\times10^{-9}\ \text{m}}=193.41\ \text{THz},\qquad f_{\rm ph}=\frac{193.41\ \text{THz}}{5000}=38.68\ \text{GHz}.$$

The estimate is therefore about 39 GHz, and the lifetime is $5000/(1.2153\times10^{15}\ \text{s}^{-1})=4.114$ ps. The ring radius does not enter at fixed $Q$. It enters the first correction.

## The linewidth and its first correction

Take a ring of radius 10 µm and group index $n_g=4$, rough typical values for a silicon microring. One round trip lasts

$$T=\frac{2\pi R\,n_g}{c}=0.838\ \text{ps}.$$

Fields vary as $e^{+i\omega t}$, so a delay contributes a negative phase. Let $D=\omega_{\rm laser}-\omega_0$ be the detuning. On resonance the round-trip phase is a multiple of $2\pi$; near it the phase changes by $-DT$, because the group index sets the slope of phase against frequency.

The stored energy falls by $e^{-T/\tau}$ per round trip. The field amplitude falls by the square root of this, $q=e^{-\gamma T}$, where

$$\gamma=\frac{1}{2\tau}=1.215\times10^{11}\ \text{s}^{-1}$$

is the amplitude decay rate. The circulating field is the sum over all earlier passes,

$$\sum_{n=0}^{\infty}q^n e^{-inDT}=\frac{1}{1-q\,e^{-i\theta}},\qquad \theta=DT .$$

The circulating power is proportional to the inverse of

$$|1-qe^{-i\theta}|^2=1+q^2-2q\cos\theta=(1-q)^2+4q\sin^2\frac{\theta}{2},$$

where $\cos\theta=1-2\sin^2(\theta/2)$ was used. The power is half its peak when the second term equals the first. With $\varepsilon=\gamma T$ and $q=e^{-\varepsilon}$ this condition reads

$$\sin\frac{\theta_h}{2}=\frac{1-q}{2\sqrt q}=\frac{e^{\varepsilon/2}-e^{-\varepsilon/2}}{2}=\sinh\frac{\varepsilon}{2}.$$

The small parameter is $\varepsilon$, the amplitude decay during one round trip. Put $y=\varepsilon/2$. Since $\sinh y=y+y^3/6+\dots$ and $\arcsin z=z+z^3/6+\dots$,

$$\frac{\theta_h}{2}=y+\frac{y^3}{6}+\frac{y^3}{6}+O(y^5)=y+\frac{y^3}{3}+O(y^5),
\qquad \theta_h=\varepsilon\left(1+\frac{\varepsilon^2}{12}+O(\varepsilon^4)\right).$$

The full width at half maximum runs from $-\theta_h/T$ to $+\theta_h/T$ in angular frequency. Dividing by $2\pi$, and using $\gamma/\pi=1/(2\pi\tau)=f_{\rm ph}$,

$$\Delta\nu=\frac{2\theta_h}{2\pi T}=f_{\rm ph}\left(1+\frac{(\gamma T)^2}{12}+\dots\right).$$

To leading order the photon-lifetime scale is the linewidth. In wavelength it is $\lambda/Q=0.31$ nm. For the example $\varepsilon=0.1215\times0.838=0.102$, so the relative correction is $8.6\times10^{-4}$ and

$$\Delta\nu=38.683\ \text{GHz}\times1.00086=38.72\ \text{GHz},$$

which accounts for the first difference. The correction is negligible for an estimate of this kind; its use is to show how good the single-resonance picture is.

The correction grows as the ring becomes lossier. When $\sinh(\varepsilon/2)>1$, that is $\varepsilon>1.76$, the circulating power does not fall to half its peak at any detuning, and a half-maximum linewidth no longer exists. Here $Q$ was defined by energy decay. If it is instead obtained from a measured linewidth, $\nu_0/Q$ is the linewidth by definition and the correction passes to the inferred lifetime. Its size then depends on how the width is read. The factor above holds for the circulating power. A transmission dip taken at half depth below the highest off-resonance transmission gives $1-\varepsilon^2/6$ instead, or 38.62 GHz.

## How the ring answers a modulation

A linewidth is a static property. For the bandwidth, let the drive shift the resonance by a small angular frequency $\delta(t)$. Since $\varepsilon$ is small, the ring can be described by one amplitude $a$, with $|a|^2$ the stored energy:

$$\frac{da}{dt}=(-\gamma-iD+i\delta)\,a+\kappa s,\qquad s_{\rm out}=s-\kappa a,\qquad \kappa=\sqrt{2\gamma_e}.$$

Here $|s|^2$ and $|s_{\rm out}|^2$ are the input and transmitted powers, and $\gamma=\gamma_i+\gamma_e$ splits the decay into intrinsic loss and coupling to the bus. Raising the resonance by $\delta$ reduces the detuning, hence the sign of $i\delta$. The coefficients respect energy conservation: for any $a$ and $s$ the two equations give $|s|^2-|s_{\rm out}|^2=d|a|^2/dt+2\gamma_i|a|^2$, so the missing power is either stored or lost.

Choose $s$ real. Without modulation,

$$a_0=\frac{\kappa s}{\gamma+iD},\qquad s_0=s-\kappa a_0=s\,\frac{g+iD}{\gamma+iD},\qquad g=\gamma-2\gamma_e=\gamma_i-\gamma_e .$$

Now write $a=a_0+a_1$ and keep first order in $\delta$. This requires $|\delta|\ll\gamma$ and, close to the resonance centre, also $|\delta|\ll|D|$, because the linear change of the transmitted power vanishes at $D=0$. Then

$$\frac{da_1}{dt}=-(\gamma+iD)a_1+i\delta a_0 .$$

For the part of $\delta$ that varies as $e^{pt}$, with $p=i\Omega$ and $\Omega$ the angular modulation frequency, the corresponding parts of $a_1$ and of its conjugate $a_1^*$ are

$$a_1:\ \frac{i\delta a_0}{p+\gamma+iD},\qquad a_1^*:\ \frac{-i\delta a_0^*}{p+\gamma-iD}.$$

The second comes from conjugating the equation of motion with $\delta$ real. The first-order change of transmitted power is $-\kappa(s_0^*a_1+s_0a_1^*)$. It needs the product

$$\kappa s_0^*a_0=2\gamma_e s^2\,\frac{g-iD}{\gamma^2+D^2}.$$

Dividing by $\delta$ and by the input power $s^2$ gives the response

$$H(p)=-\frac{2\gamma_e}{\gamma^2+D^2}\left[\frac{D+ig}{p+\gamma+iD}+\frac{D-ig}{p+\gamma-iD}\right].$$

Over the common denominator $(p+\gamma)^2+D^2$, the numerator of the bracket is

$$(D+ig)(p+\gamma-iD)+(D-ig)(p+\gamma+iD)=2D(p+\gamma)+2gD .$$

The terms $\pm ig(p+\gamma)$ and $\mp iD^2$ cancel, while the two products of $g$ and $D$ add. Since $\gamma+g=2\gamma_i$,

$$H(p)=-\frac{4\gamma_eD\,(p+2\gamma_i)}{(\gamma^2+D^2)\left[(p+\gamma)^2+D^2\right]} .$$

For $D>0$ a rise of the resonance brings it towards the laser and lowers the transmission, as the minus sign says. At $D=0$ the linear response to a pure resonance shift vanishes: the laser sits at the bottom of a symmetric dip.

## The bandwidth near resonance, with its first correction

Take critical coupling, $\gamma_i=\gamma_e=\gamma/2$, for which the transmission vanishes on resonance. Define $d=D/\gamma$, $u=d^2$ and $X=(\Omega/\gamma)^2$. The factor $p+2\gamma_i$ becomes $\gamma(1+i\Omega/\gamma)$, and

$$\frac{|H(i\Omega)|^2}{|H(0)|^2}=\frac{(1+X)(1+u)^2}{(1+u-X)^2+4X}.$$

The 3 dB bandwidth is defined here by this ratio being one half: the modulation amplitude of the optical power has fallen to $1/\sqrt2$, and the detected radio-frequency power to half. With $S=(1+u)^2$,

$$2S+2SX=S-2(1+u)X+X^2+4X .$$

Collecting powers of $X$ gives

$$X^2-2BX-S=0,\qquad B=S+(1+u)-2=u^2+3u .$$

The product of the roots is $-S<0$, so there is one positive root, $X=B+\sqrt{B^2+S}$. Because $\gamma/2\pi=f_{\rm ph}/2$,

$$f_{3\rm dB}=\frac{f_{\rm ph}}{2}\sqrt{B+\sqrt{B^2+S}} .$$

For small detuning, $B^2+S=1+2u+O(u^2)$, whose root is $1+u+O(u^2)$. Adding $B=3u+O(u^2)$ gives $X=1+4u+O(u^2)$, and a second square root gives

$$f_{3\rm dB}=\frac{f_{\rm ph}}{2}\left(1+2d^2+O(d^4)\right).$$

At $d=0.05$ this is $19.34\times1.005=19.44$ GHz, the lower bandwidth of the opening.

The leading factor of one half has a simple origin. As $d\to0$ the frequency dependence of $H$ reduces to $1/(p+\gamma)$. The detected change is the interference of the small field $a_1$ with a steady field, so it is linear in $a_1$ and involves the field decay rate $\gamma$, not the energy decay rate $2\gamma$. The single factor $1/(p+\gamma)$ is special to critical coupling, where $g=0$. At other couplings a term proportional to $g/(p+\gamma)^2$ is added, and the limiting bandwidth is different. The limit $d\to0$ is of little use to a modulator, because the signal itself shrinks in proportion to $D$.

## Useful detunings and the opposite limit

The static transmission at critical coupling is $|s_0|^2/s^2=d^2/(1+d^2)$. Its slope, $2d/(1+d^2)^2$, is greatest where $(1+d^2)-4d^2=0$, so $d=1/\sqrt3=0.577$ and the transmission is $1/4$. There $B=10/9$ and $S=16/9$, hence $X=2.847$ and

$$f_{3\rm dB}=19.34\ \text{GHz}\times1.687=32.6\ \text{GHz}.$$

The two-term expansion gives 32.2 GHz, although $d$ is no longer small. At $d=1$, $X=4+\sqrt{20}=8.47$ and the bandwidth is 56.3 GHz, the upper value of the opening.

The bandwidth equals $f_{\rm ph}$ when $\Omega=2\gamma$, or $X=4$. The quadratic then becomes $9u^2+26u-15=0$, with positive root $u=0.493$ and $d=0.702$. Thus 39 GHz is the 3 dB bandwidth of this model at one moderate detuning, and for $d$ between 0 and 1 the bandwidth runs from half of this value to about one and a half times it.

For large detuning, $X=2B+S/(2B)+\dots=2u^2+6u+O(1)$, so

$$f_{3\rm dB}=\frac{f_{\rm ph}}{\sqrt2}\left(d^2+\frac32+\dots\right).$$

The one-amplitude model behind this law needs $|D|T$ and $\Omega T$ to be small, so the growth cannot be continued to modulation frequencies near the spacing of the ring resonances, $1/T=1.19$ THz here. Nor is it a gain in usable speed. At $\Omega=|D|$, where a modulation sideband meets the resonance, the response relative to low frequency is $\sqrt{(1+u)^3/(1+4u)}$, which tends to $d^2/2$. The response therefore has a high peak, and its low-frequency reference is weak. Peaking sets in when the ratio rises at small $X$, which needs $S>2-2u$, or $d>0.486$. It is about 1% at $d=1/\sqrt3$, and at $d=1$ the expression above gives $\sqrt{8/5}=1.26$.

## The estimate beside a real device

Depletion-type silicon microrings with $Q$ of several thousand are a real class of modulator, and the electrical and thermal values below are rough typical ones.

The assumption of critical coupling needs care. It requires an intrinsic power loss $\gamma n_g/c$ per unit length, which is 70 dB/cm here. That is far above the few dB/cm of an undoped silicon waveguide and demands heavy doping or other added loss. The depletion width and capacitance used below belong to a more lightly doped junction, so part of the loss must then come from another source. Suppose the loss is 42 dB/cm at the same loaded $Q$, so that $\gamma_i=0.3\gamma$ and the ring is overcoupled. At $d=1/\sqrt3$ the half-power condition from $H$ becomes $X^2-8.54X-1.78=0$. Then $X=8.75$, and the bandwidth rises from 33 to 57 GHz, with a peak 28% above the low-frequency response. Coupling can thus move the answer as much as detuning does.

The other effects are sized for critical coupling at $d=1/\sqrt3$:

- **Circuit.** A resistance of 100 Ω and a capacitance of 25 fF give $1/(2\pi RC)=63.7$ GHz. Multiplying the optical response by this low-pass response and solving numerically for the 3 dB point gives 28.5 GHz.
- **Carrier motion.** The drive moves the edges of the depletion region by only part of its width. Even crossing the full 0.1 µm at $10^5$ m/s would take only 1 ps. Averaging the drive over that time alone would give a 3 dB point of 443 GHz, far above the optical limit.
- **Drive size.** A peak resonance shift of 30 pm is $0.19\gamma$. Summing the passes numerically with this modulated phase gives 33.4 GHz, 2% above the small-signal value.
- **Loss modulation.** The carriers that shift the resonance also absorb, which the model leaves out. If $\gamma_i$ rises by $0.06\,\delta$, a rough value for free carriers in silicon at 1550 nm, the bandwidth depends on the side of the resonance: 31.5 GHz for $D>0$ and 33.8 GHz for $D<0$. At $|d|=1$ the pair is 53.5 and 59.5 GHz. Away from critical coupling the response at $D=0$ is then no longer zero.
- **Temperature.** With an index change of $1.8\times10^{-4}$ per kelvin and the mode taken as wholly in silicon, the drift is $\lambda(dn/dT)/n_g=0.070$ nm/K. A change of 4.4 K moves the resonance by a full linewidth.
- **Self-heating.** At 0.1 mW input, three quarters of the power is lost in the ring. If all of it becomes heat, a thermal resistance of 5000 K/W gives 0.4 K and a shift of 0.026 nm, or 0.17 in $d$. This heating also follows a slow drive and changes the response by about 15%, up or down according to the sign of $D$. The low-frequency reference of the 3 dB point must therefore be taken above the thermal response frequency.
- **Two-photon absorption.** The circulating power is about 0.8 mW in a mode area of 0.1 µm². With a coefficient of $8\times10^{-12}$ m/W, the direct two-photon loss is $4\times10^{-5}$ of the linear loss. Absorption by the carriers it creates is not included.

For these values the temperature must stay constant to much better than 4 K for the detuning, and with it the bandwidth, to stay defined. The photon-lifetime scale stays near 39 GHz as long as the loaded $Q$ does. At critical coupling and the steepest bias, the small-signal optical response to a pure resonance shift and the circuit together give 28.5 GHz.

All numerical values are calculated from the stated model.
